**CAS(2,2) plus second-order theory for H2 in 6-31G**

The program computes CASPT2 energies of H2 with a generalized Fock zero-order operator and compares them with RHF, MP2, CASSCF and full CI in the same basis. Here \(R\) is the bond length, \(c_g\) and \(c_u\) are the CAS coefficients, \(U\) is the repulsion of two electrons in one local orbital, and \(\lambda\) scales the fluctuation potential. It asserts that the closed formulas agree with a direct solution in the two-electron product space for \(R\le4\) bohr, and that RHF, MP2 and CASSCF at 1.4 bohr agree with pyscf. With RHF orbitals, the difference from MP2 is asserted to scale as \(\lambda^3\) within a tolerance; the observed order is 3.004. At 1.4 bohr and full strength, CASPT2 with CASSCF orbitals lies 6.2 millihartree below MP2 and 1.4 millihartree above full CI. At 20 bohr the program asserts that CASPT2 equals two hydrogen atoms in this basis to within one microhartree. It also asserts that the MP2 correlation energy falls between 100 and 200 bohr with slope \(-U^2/8\), within a stated tolerance.

## Numerical verification

```python
# Result under test: for H2 in 6-31G, CAS(2,2) plus second-order theory
# (CASPT2, generalized Fock zero-order operator) agrees with MP2 through second
# order in the fluctuation potential for RHF orbitals, and with CASSCF orbitals
# it tends to two hydrogen atoms at dissociation, where MP2 falls linearly.
# Orbital order: 0=g1, 1=g2, 2=u1, 3=u2; active orbitals are g1 and u1.
# h = one-electron integrals, g[p,q,r,s] = (pq|rs), R = bond length in bohr.
# lam scales the fluctuation potential: H(lam) = F + lam*(H-F).
# Energies are in hartree.
import itertools
import numpy as np
from scipy.linalg import block_diag, eigh
from scipy.optimize import minimize, root
from scipy.constants import physical_constants
from pyscf import gto, scf, mp, mcscf

ROOT2 = np.sqrt(2.0)


def transform(h, g, C):
    CC = np.kron(C, C)
    return C.T @ h @ C, (CC.T @ g.reshape(16, 16) @ CC).reshape(4, 4, 4, 4)


def symmetric_integrals(R):
    """Integrals in an orthonormal gerade/ungerade basis."""
    mol = gto.M(atom=f"H 0 0 0; H 0 0 {R}", unit="Bohr", basis="6-31g", verbose=0)
    S = mol.intor("int1e_ovlp")
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    blocks = []
    for sign in (1, -1):
        T = np.vstack([np.eye(2), sign * np.eye(2)])
        w, U = np.linalg.eigh(T.T @ S @ T)
        blocks.append(T @ U / np.sqrt(w))
    h, g = transform(h, mol.intor("int2e"), np.hstack(blocks))
    return mol, h, g


def rhf(h, g):
    """Canonical RHF orbitals with g1 doubly occupied."""
    C = np.eye(4)
    for _ in range(500):
        hm, gm = transform(h, g, C)
        f = hm + 2 * gm[:, :, 0, 0] - gm[:, 0, :, 0]
        if max(abs(f[0, 1]), abs(f[2, 3])) < 1e-12:
            break
        C = C @ block_diag(np.linalg.eigh(f[:2, :2])[1], np.linalg.eigh(f[2:, 2:])[1])
    assert max(abs(f[0, 1]), abs(f[2, 3])) < 1e-9
    return hm, gm, np.diag(f), 2 * hm[0, 0] + gm[0, 0, 0, 0]


def mp2(g, eps):
    return -sum(g[0, a, 0, b] ** 2 / (eps[a] + eps[b] - 2 * eps[0])
                for a in (1, 2, 3) for b in (1, 2, 3))


def cas(h, g):
    K = g[0, 2, 0, 2]
    e, v = np.linalg.eigh([[2 * h[0, 0] + g[0, 0, 0, 0], K],
                           [K, 2 * h[2, 2] + g[2, 2, 2, 2]]])
    c = v[:, 0]
    return e[0], (c if c[0] > 0 else -c)


def caspt2(h, g):
    """Closed formulas: two symmetry blocks with two external singlets each."""
    e, c = cas(h, g)
    n = 2 * c ** 2
    f = h + sum(n[k] * (g[:, :, a, a] - 0.5 * g[:, a, :, a])
                for k, a in enumerate((0, 2)))
    E0 = n[0] * f[0, 0] + n[1] * f[2, 2]
    sources, parts, lowest = [], [], []
    for k, (s, x, t) in enumerate([(0, 1, 2), (2, 3, 0)]):
        cs, ct = c[k], c[1 - k]
        w = np.array([ROOT2 * (cs * (h[s, x] + g[s, x, s, s]) + ct * g[s, t, x, t]),
                      cs * g[s, x, s, x] + ct * g[x, t, x, t]])
        M = np.array([[f[s, s] + f[x, x] - E0, ROOT2 * f[s, x]],
                      [ROOT2 * f[s, x], 2 * f[x, x] - E0]])
        sources.append(w)
        parts.append(-w @ np.linalg.solve(M, w))
        lowest.append(np.linalg.eigvalsh(M)[0])
    return dict(cas=e, pt2=sum(parts), c=c, f=f, E0=E0, w=np.array(sources),
                parts=parts, gap=min(lowest))


def pair_hamiltonian(h, g):
    one = np.eye(4)
    return np.kron(h, one) + np.kron(one, h) + g.transpose(0, 2, 1, 3).reshape(16, 16)


def caspt2_from_definition(h, g):
    """Explicit operators in the full two-electron product space."""
    H = pair_hamiltonian(h, g)
    pairs = list(itertools.product(range(4), repeat=2))
    act = [i for i, p in enumerate(pairs) if set(p) <= {0, 2}]
    ext = [i for i in range(16) if i not in act]
    e, v = np.linalg.eigh(H[np.ix_(act, act)])
    psi = np.zeros(16)
    psi[act] = v[:, 0]
    A = psi.reshape(4, 4)
    D = 2 * A @ A.T
    f = h + np.einsum("pqrs,rs->pq", g, D) - 0.5 * np.einsum("prqs,rs->pq", g, D)
    F = np.kron(f, np.eye(4)) + np.kron(np.eye(4), f)
    source = (H @ psi)[ext]
    resolvent = F[np.ix_(ext, ext)] - (psi @ F @ psi) * np.eye(len(ext))
    return e[0], -source @ np.linalg.solve(resolvent, source)


def rotation(x):
    return block_diag(*[[[np.cos(a), -np.sin(a)], [np.sin(a), np.cos(a)]] for a in x])


def stationary_orbitals(h, g, start, lam=1.0):
    """Solve the two generalized Brillouin conditions for the two angles."""
    def residual(x):
        return caspt2(*transform(h, g, rotation(x)))["w"][:, 0] / np.array([1.0, lam])
    x = root(residual, start, tol=1e-12).x
    assert np.max(np.abs(residual(x))) < 1e-8
    return x


def casscf(h, g):
    """Minimize the CAS energy over both angles."""
    def energy(x):
        return cas(*transform(h, g, rotation(x)))[0]
    grid = np.linspace(0, np.pi, 12, endpoint=False)
    start = min(itertools.product(grid, grid), key=energy)
    best = minimize(energy, start, method="BFGS")
    # The minimum is found from energies alone; Brillouin must hold there.
    w = caspt2(*transform(h, g, rotation(best.x)))["w"]
    assert np.max(np.abs(w[:, 0])) < 1e-3
    x = stationary_orbitals(h, g, best.x)
    assert abs(energy(x) - best.fun) < 1e-7
    return x


# Hydrogen atom in the same basis
atom = gto.M(atom="H 0 0 0", basis="6-31g", spin=1, verbose=0)
E_H = eigh(atom.intor("int1e_kin") + atom.intor("int1e_nuc"),
           atom.intor("int1e_ovlp"), eigvals_only=True)[0]

# Potential curve
rows, saved = [], {}
for R in (1.0, 1.4, 2.0, 3.0, 4.0, 6.0, 10.0, 20.0):
    mol, h, g = symmetric_integrals(R)
    enuc = mol.energy_nuc()
    hm, gm, eps, e_hf = rhf(h, g)
    e2 = mp2(gm, eps)
    ho, go = transform(h, g, rotation(casscf(h, g)))
    r = caspt2(ho, go)
    fci = np.linalg.eigvalsh(pair_hamiltonian(h, g))[0]
    if R <= 4.0:
        for hh, gg in ((hm, gm), (ho, go)):
            closed = caspt2(hh, gg)
            direct = caspt2_from_definition(hh, gg)
            assert np.allclose([closed["cas"], closed["pt2"]], direct, atol=1e-9)
    assert r["gap"] > 0.1
    rows.append((R, e_hf + enuc, e_hf + e2 + enuc, r["cas"] + enuc,
                 r["cas"] + r["pt2"] + enuc, fci + enuc, r["c"][1] ** 2,
                 r["pt2"], r["gap"]))
    saved[R] = (mol, hm, gm, eps, e_hf, e2, ho, go, r)

# Equilibrium region: independent programs and comparison with MP2
mol, hm, gm, eps, e_hf, e2, ho, go, r = saved[1.4]
eq = rows[1]
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert abs(mf.e_tot - eq[1]) < 1e-8
assert abs(mp.MP2(mf).kernel()[0] - e2) < 1e-7
mc = mcscf.CASSCF(mf, 2, 2)
mc.verbose = 0
assert abs(mc.kernel()[0] - eq[3]) < 1e-6
assert abs(eq[4] - eq[2]) < 0.01
assert abs(eq[4] - eq[5]) < abs(eq[2] - eq[5])
r_hf = caspt2(hm, gm)

# Order-by-order comparison with MP2 at R = 1.4
v_hf = 2 * gm[:, :, 0, 0] - gm[:, 0, :, 0]
x = casscf(hm, gm)
scaling = []
for k in range(8):
    lam = 0.5 ** k
    hl, gl = hm + (1 - lam) * v_hf, lam * gm
    ref = 2 * hl[0, 0] + gl[0, 0, 0, 0]
    x = stationary_orbitals(hl, gl, x, lam)
    a = caspt2(hl, gl)
    b = caspt2(*transform(hl, gl, rotation(x)))
    corr_a, corr_b = a["cas"] + a["pt2"] - ref, b["cas"] + b["pt2"] - ref
    scaling.append((lam, corr_a / (lam ** 2 * e2), corr_b / (lam ** 2 * e2),
                    corr_a - lam ** 2 * e2))
order = np.log2(abs(scaling[-2][3] / scaling[-1][3]))
limit_hf = 2 * scaling[-1][1] - scaling[-2][1]
limit_opt = 2 * scaling[-1][2] - scaling[-2][2]
assert abs(order - 3) < 0.1
assert abs(limit_hf - 1) < 2e-3
assert abs(limit_opt - 1) < 0.02

# Dissociation
far = rows[-1]
assert abs(far[4] - 2 * E_H) < 1e-6 and abs(far[7]) < 1e-7
assert abs(far[6] - 0.5) < 1e-4
long_range = []
for R in (100.0, 200.0):
    m, h, g = symmetric_integrals(R)
    hL, gL, epsL, eL = rhf(h, g)
    local = np.array([1, 0, 1, 0]) / ROOT2
    U = np.einsum("pqrs,p,q,r,s", gL, local, local, local, local)
    corr = mp2(gL, epsL)
    long_range.append((R, epsL[2] - epsL[0], U, corr, eL + corr + m.energy_nuc()))
    assert abs(R * (epsL[2] - epsL[0]) - 1) < 1e-5
    assert abs(gL[0, 2, 0, 2] - 0.5 * (U - 1 / R)) < 1e-6
slope = (long_range[1][3] - long_range[0][3]) / 100.0
assert abs(slope + long_range[1][2] ** 2 / 8) < 1e-4
assert long_range[1][4] < 2 * E_H - 1

print("H2, 6-31G; energies and integrals in hartree, R in bohr")
print(f"H atom energy {E_H:.6f}; two atoms {2 * E_H:.6f}")
print("Total energies: R, RHF, MP2, CASSCF, CASPT2, full CI")
for q in rows:
    print(f"{q[0]:5.1f} " + " ".join(f"{e:10.6f}" for e in q[1:6]))
print("R, weight c_u^2, E_PT2, smallest external denominator")
for q in rows:
    print(f"{q[0]:5.1f} {q[6]:9.6f} {q[7]:12.3e} {q[8]:9.5f}")
print("CASSCF orbitals at R = 1.4:")
print(f"h_g {ho[0, 0]:.6f}, h_u {ho[2, 2]:.6f}, 1/R {mol.energy_nuc():.6f}")
print(f"J_gg {go[0, 0, 0, 0]:.6f}, J_uu {go[2, 2, 2, 2]:.6f}, K {go[0, 2, 0, 2]:.6f}")
print(f"c_g {r['c'][0]:.6f}, c_u {r['c'][1]:.6f}, E0 {r['E0']:.6f}")
for name, s, k in (("g", 0, 0), ("u", 2, 1)):
    f = r["f"]
    print(f"{name}: f11 {f[s, s]:.6f}, f22 {f[s + 1, s + 1]:.6f}, |f12| {abs(f[s, s + 1]):.6f}")
    t = 2 - s
    print(f"{name}: (s1s2|s1s2) {go[s, s + 1, s, s + 1]:.6f}, "
          f"(s2t1|s2t1) {go[s + 1, t, s + 1, t]:.6f}")
    print(f"{name}: |S| {abs(r['w'][k, 0]):.1e}, D {r['w'][k, 1]:.6f}, "
          f"PT2 part {r['parts'][k]:.6f}")
print(f"MP2 correlation at 1.4: {e2:.6f}")
print(f"CASPT2 minus RHF at 1.4: {eq[4] - eq[1]:.6f}")
print(f"CASPT2 minus MP2 at 1.4: {eq[4] - eq[2]:.6f}")
print(f"RHF orbitals at 1.4: CASCI-RHF {r_hf['cas'] - e_hf:.6f}, PT2 {r_hf['pt2']:.6f}")
print("lambda, (CAS+PT2)/MP2 correlation: RHF orbitals, CASSCF orbitals")
for q in scaling[::2] + scaling[-1:]:
    print(f"{q[0]:.6f} {q[1]:.5f} {q[2]:.5f}")
print(f"Extrapolated ratios: RHF {limit_hf:.4f}, CASSCF {limit_opt:.4f}")
print(f"Observed order of the difference (RHF orbitals): {order:.3f}")
print("Large R: R, RHF gap e_u-e_g, U, MP2 correlation, MP2 total")
for q in long_range:
    print(f"{q[0]:.0f} {q[1]:.6f} {q[2]:.6f} {q[3]:.6f} {q[4]:.6f}")
print(f"MP2 slope {slope:.6f}, -U^2/8 {-long_range[1][2] ** 2 / 8:.6f} hartree/bohr")
to_eV = physical_constants["Hartree energy in eV"][0]
well = 2 * E_H - eq[4]
print(f"CASPT2 well depth at 1.4: {well:.6f} hartree = {well * to_eV:.3f} eV")
print("verified")
```

Output:

```
H2, 6-31G; energies and integrals in hartree, R in bohr
H atom energy -0.498233; two atoms -0.996466
Total energies: R, RHF, MP2, CASSCF, CASPT2, full CI
  1.0  -1.078523  -1.093515  -1.092251  -1.097204  -1.098975
  1.4  -1.126743  -1.144133  -1.146248  -1.150311  -1.151679
  2.0  -1.083811  -1.105010  -1.114990  -1.117214  -1.117816
  3.0  -0.981671  -1.013676  -1.044047  -1.044614  -1.044709
  4.0  -0.900551  -0.951718  -1.009371  -1.009476  -1.009485
  6.0  -0.804569  -0.922341  -0.997054  -0.997055  -0.997055
 10.0  -0.748072  -1.037864  -0.996466  -0.996466  -0.996466
 20.0  -0.722704  -1.415085  -0.996466  -0.996466  -0.996466
R, weight c_u^2, E_PT2, smallest external denominator
  1.0  0.005666   -4.952e-03   1.32743
  1.4  0.012094   -4.063e-03   1.33453
  2.0  0.032492   -2.224e-03   1.38075
  3.0  0.117486   -5.675e-04   1.33443
  4.0  0.261856   -1.050e-04   1.16613
  6.0  0.447582   -1.504e-06   1.10508
 10.0  0.499328   -3.016e-11   1.16274
 20.0  0.500000   -1.899e-31   1.16375
CASSCF orbitals at R = 1.4:
h_g -1.247957, h_u -0.477465, 1/R 0.714286
J_gg 0.655021, J_uu 0.698730, K 0.177512
c_g 0.993934, c_u -0.109974, E0 -1.144456
g: f11 -0.587175, f22 0.777396, |f12| 0.010070
g: (s1s2|s1s2) 0.108585, (s2t1|s2t1) 0.069582
g: |S| 9.1e-17, D 0.100274, PT2 part -0.003725
u: f11 0.648653, f22 0.993634, |f12| 0.557404
u: (s1s2|s1s2) 0.092643, (s2t1|s2t1) 0.041766
u: |S| 9.8e-18, D 0.031325, PT2 part -0.000337
MP2 correlation at 1.4: -0.017390
CASPT2 minus RHF at 1.4: -0.023568
CASPT2 minus MP2 at 1.4: -0.006177
RHF orbitals at 1.4: CASCI-RHF -0.005655, PT2 -0.014306
lambda, (CAS+PT2)/MP2 correlation: RHF orbitals, CASSCF orbitals
1.000000 1.14779 1.35522
0.250000 1.02673 1.06202
0.062500 1.00625 1.01427
0.015625 1.00154 1.00335
0.007812 1.00077 1.00157
Extrapolated ratios: RHF 1.0000, CASSCF 0.9998
Observed order of the difference (RHF orbitals): 3.004
Large R: R, RHF gap e_u-e_g, U, MP2 correlation, MP2 total
100 0.010000 0.570690 -3.944826 -4.647529
200 0.005000 0.570690 -8.015359 -8.715563
MP2 slope -0.040705, -U^2/8 -0.040711 hartree/bohr
CASPT2 well depth at 1.4: 0.153845 hartree = 4.186 eV
verified
```
